# The Kleinman–Bylander energy and cosine, and how they are related, part 2

In one angular channel $l$ of a semilocal pseudopotential, $V_l(r)$ is split into a local potential $V_{\rm loc}(r)$, common to all channels, and the real, short-ranged remainder $\delta V=V_l-V_{\rm loc}$. The Kleinman–Bylander (KB) form replaces $\delta V$ by a separable operator with a single projector function. The question is what its strength $E_{\rm KB}$ and the cosine $C_{\rm KB}$ tell us.

The reference orbital $\varphi$ is a normalized bound orbital with real radial function $u$, kinetic energy operator $T$ and reference level $\varepsilon$:
$$(T+V_{\rm loc}+\delta V)\varphi=\varepsilon\varphi .$$
Means are $\langle f\rangle=\int_0^\infty u^2f\,dr$, with $\bar v=\langle\delta V\rangle\neq0$ and $s=\sqrt{\langle\delta V^2\rangle}>0$. The normalized projector function is $\chi=\delta V\varphi/s$, and $C_{\rm KB}=\langle\varphi|\chi\rangle$. The operator $V_{\rm KB}=|\chi\rangle E_{\rm KB}\langle\chi|$ obeys $V_{\rm KB}\varphi=\delta V\varphi$, so $\varphi$ keeps its level $\varepsilon$ when $V_{\rm KB}$ replaces $\delta V$. The results are
$$E_{\rm KB}=\frac{s^2}{\bar v},\qquad C_{\rm KB}=\frac{\bar v}{s},\qquad E_{\rm KB}C_{\rm KB}=s,\qquad E_{\rm KB}C_{\rm KB}^2=\bar v,\qquad|C_{\rm KB}|\le1 .$$

More generally, an operator $W=|\eta\rangle\lambda\langle\eta|$, with $\eta$ normalized and $\lambda$ real, that is required to satisfy $W\varphi=\delta V\varphi$ must have $\eta=\chi$ up to a phase, and
$$\lambda\,C_{\rm KB}=s .$$

The example uses hartree atomic units and $l=0$:
$$V_{\rm loc}=-\frac{\operatorname{erf}(r)}{r},\qquad\delta V=A\,e^{-ar^2},\qquad A=2\ \text{hartree},\quad a=1\ \text{bohr}^{-2}.$$
Its lowest semilocal level is $\varepsilon=-0.21645$ hartree. Quadrature gives $\bar v=0.04805$ hartree, $\langle\delta V^2\rangle=0.03064$ hartree$^2$ and $s=0.17504$ hartree. A program that diagonalizes $V_{\rm KB}$ on a radial grid finds $E_{\rm KB}=0.6376$ hartree and $C_{\rm KB}=0.2745$.

Q: In your example the cosine is 0.27, an angle of about $74^\circ$. The projector function is closer to perpendicular than to parallel. What property of $\delta V$ sets the angle?

A: Its spread, compared with its mean. Let
$$\sigma^2=\langle(\delta V-\bar v)^2\rangle=s^2-\bar v^2$$
be the variance of $\delta V$ in the reference state, with $\sigma\ge0$. With $\theta$ the angle between $\varphi$ and $\chi$, so that $C_{\rm KB}=\cos\theta$,
$$\tan^2\theta=\frac{1}{C_{\rm KB}^2}-1=\frac{s^2}{\bar v^2}-1=\frac{s^2-\bar v^2}{\bar v^2}=\frac{\sigma^2}{\bar v^2}.$$
Thus $|\tan\theta|=\sigma/|\bar v|$. A nearly constant $\delta V$ hardly changes the shape of $\varphi$ and gives a small angle. For contrast, let $\delta V$ be a positive constant in a region that holds a fraction $w$ of the weight $u^2$, and zero elsewhere. Then $\bar v$ is proportional to $w$ and $s$ to $\sqrt w$, with the same constant, so $C_{\rm KB}=\sqrt w$. The angle is large when the region holds little of the orbital, and small when it holds nearly all of it.

In the example $\sigma^2=0.02833$ hartree$^2$, so $\sigma=0.1683$ hartree and $\tan\theta=0.1683/0.04805=3.50$. That is an angle of $74.1^\circ$, in agreement with the overlap found by diagonalization.

Q: Can the energy be written in the same terms?

A: Put $s^2=\bar v^2+\sigma^2$ into the definition:
$$E_{\rm KB}=\frac{\bar v^2+\sigma^2}{\bar v}=\bar v+\frac{\sigma^2}{\bar v}.$$
The first term is the mean. The second is the extra strength needed because $\chi$ is not parallel to $\varphi$. In the example it is $0.02833/0.04805=0.5896$ hartree, and adding 0.0481 gives 0.638 hartree. Most of $E_{\rm KB}$ there comes from the spread.

There is also a lower bound. For $\bar v>0$, expand $(\bar v-\sigma)^2\ge0$ to get $\bar v^2+\sigma^2\ge2\bar v\sigma$, and divide by $\bar v$:
$$E_{\rm KB}\ge2\sigma .$$
For $\bar v<0$ the same steps with $|\bar v|$ give $|E_{\rm KB}|\ge2\sigma$. Equality holds at $|\bar v|=\sigma$, where the angle is $45^\circ$ or $135^\circ$.

Q: Then I read the relation $E_{\rm KB}=s/C_{\rm KB}$ as a warning. If the cosine is small, the energy is large.

A: That does not follow. The numerator is not a constant, and it may become small together with the cosine. Suppose first that $\delta V$ has one sign, say $0\le\delta V\le D$. Multiply the upper inequality by $\delta V$, which is not negative:
$$\delta V^2\le D\,\delta V .$$
Take means and divide by $\bar v>0$:
$$E_{\rm KB}=\frac{\langle\delta V^2\rangle}{\langle\delta V\rangle}\le D .$$
For a negative $\delta V$, apply this to $-\delta V$; the result is $|E_{\rm KB}|\le\max|\delta V|$. The bound holds however small the cosine is. In the example $D=2$ hartree, and $E_{\rm KB}=0.64$ hartree lies below it.

Q: A bound is not an example. Show me a cosine that goes to zero while the energy stays put.

A: Use Gaussians for both functions, so that every integral can be done:
$$u^2\propto r^2e^{-br^2},\qquad\delta V=Ae^{-ar^2},\qquad A,a,b>0 .$$
The integral needed comes from
$$\int_0^\infty e^{-cr^2}dr=\frac{\sqrt\pi}{2}\,c^{-1/2}.$$
Differentiate both sides with respect to $c$ and change the sign:
$$\int_0^\infty r^2e^{-cr^2}dr=\frac{\sqrt\pi}{4}\,c^{-3/2}.$$
For $p=1$ or 2, the mean of $e^{-par^2}$ is the integral with $c=b+pa$ divided by the normalization integral with $c=b$:
$$\langle e^{-par^2}\rangle=\left(\frac{b}{b+pa}\right)^{3/2}.$$
Therefore
$$\bar v=A\left(\frac{b}{a+b}\right)^{3/2},\qquad s^2=A^2\left(\frac{b}{2a+b}\right)^{3/2}.$$
In the ratio $s^2/\bar v$ the factors $b^{3/2}$ cancel:
$$E_{\rm KB}=A\left(\frac{a+b}{2a+b}\right)^{3/2}.$$
For the cosine, $s=A\,[b/(2a+b)]^{3/4}$, and
$$C_{\rm KB}=\frac{\bar v}{s}=\left(\frac{b}{a+b}\right)^{3/2}\left(\frac{2a+b}{b}\right)^{3/4}=\left[\frac{b(2a+b)}{(a+b)^2}\right]^{3/4}.$$
If $a/b\to0$, then $\delta V$ is flat over the orbital, $C_{\rm KB}\to1$ and $E_{\rm KB}\to A$. If $a/b\to\infty$, then $\delta V$ is a narrow spike. The bracket in $C_{\rm KB}$ tends to $2b/a$, so the cosine vanishes as $(2b/a)^{3/4}$. The energy tends to $2^{-3/2}A=0.354A$.

Numerical quadrature agrees with the closed forms:

| $a/b$ | $C_{\rm KB}$ | $s/A$ | $E_{\rm KB}/A$ |
|---|---|---|---|
| 0.01 | 0.9999 | 0.9853 | 0.9853 |
| 1 | 0.8059 | 0.4387 | 0.5443 |
| 100 | 0.0526 | 0.0187 | 0.3562 |

In the last row the cosine is about 0.05, but $s$ has fallen as well, and $0.0187/0.0526$ is again about 0.36.

Q: So the energy never becomes large?

A: It can, if $\delta V$ changes sign. Then positive and negative regions may cancel in $\bar v$, while their squares add in $s^2$. The choice of local potential can bring this about. Move a piece $t\,g(r)$ from the nonlocal part into the local part:
$$V_{\rm loc}\to V_{\rm loc}+t\,g,\qquad\delta V\to\delta V-t\,g .$$
The sum in the channel is unchanged, so the semilocal level and the orbital $\varphi$ are unchanged too. The weight $u^2$ in the means therefore stays fixed. Let $\bar v_0$ be the mean at $t=0$. Then
$$\bar v(t)=\bar v_0-t\langle g\rangle=\bar v_0\left(1-\frac{t}{t_0}\right),\qquad t_0=\frac{\bar v_0}{\langle g\rangle}.$$
The mean vanishes at $t_0$. The root mean square does not, unless $\delta V-t_0g$ is zero wherever $\varphi$ is nonzero. The general relations then give
$$C_{\rm KB}(t)=\frac{\bar v_0}{s(t)}\left(1-\frac{t}{t_0}\right),\qquad E_{\rm KB}(t)=\frac{s(t)^2}{\bar v_0\,(1-t/t_0)} .$$
The cosine passes through zero and the energy has a pole.

Q: Use your earlier model and show how close to the pole one must be before it matters.

A: Take $g=e^{-r^2/4}$ with $r$ in bohr. Its mean is 0.16281, so $t_0=0.04805/0.16281=0.2951$ hartree. At that value $\delta V-t_0g$ is positive near the nucleus and negative outside. The energies in the table are in hartree.

| $t/t_0$ | $\bar v$ | $s$ | $C_{\rm KB}$ | $E_{\rm KB}$ |
|---|---|---|---|---|
| 0 | 0.04805 | 0.1750 | 0.2745 | 0.638 |
| 0.50 | 0.02403 | 0.1491 | 0.1611 | 0.926 |
| 0.90 | 0.00481 | 0.1329 | 0.0362 | 3.676 |
| 0.99 | 0.00048 | 0.1300 | 0.0037 | 35.16 |
| 1.01 | −0.00048 | 0.1294 | −0.0037 | −34.83 |
| 1.10 | −0.00481 | 0.1268 | −0.0379 | −3.348 |
| 1.50 | −0.02403 | 0.1198 | −0.2005 | −0.598 |

From $t/t_0=0.90$ to 0.99 the mean falls by a factor of 10, and $s^2$ by the factor $(0.1300/0.1329)^2=0.957$. The energy should grow by $10\times0.957=9.57$, and the computed values give $35.162/3.6761=9.565$, the same to the accuracy of the rounded factor. The values on the two sides of the pole are not exact opposites because $s^2$ is still decreasing slowly with $t$ there.

The row at 0.50 shows that a change of sign is not sufficient for a large energy. There $\delta V-tg$ already changes sign, its largest magnitude is 1.85 hartree, and $E_{\rm KB}$ is 0.93 hartree. By the bound derived above, a change of sign is necessary for $|E_{\rm KB}|$ to exceed $\max|\delta V|$.

Q: At $t/t_0=0.99$ you have a term of 35 hartree in an atom whose level is at $-0.2$ hartree. How can the level survive?

A: Because the orbital is almost perpendicular to $\chi$. What the operator does to $\varphi$ is
$$V_{\rm KB}\varphi=\chi\,E_{\rm KB}C_{\rm KB}=s\,\chi ,$$
and $s$ is only 0.130 hartree in that row. The expectation value is smaller still, $E_{\rm KB}C_{\rm KB}^2=\bar v=0.0005$ hartree. The program diagonalizes the Hamiltonian with $V_{\rm KB}$ for each row and asserts that the reference level is in the spectrum.

Q: Then a huge $E_{\rm KB}$ is harmless.

A: For $\varphi$, yes. For other functions, no. In a normalized function $f$ the expectation value is
$$\langle f|V_{\rm KB}|f\rangle=E_{\rm KB}\,|\langle\chi|f\rangle|^2 ,$$
and it reaches $E_{\rm KB}$ for $f=\chi$. The semilocal term it replaces cannot exceed $\max|\delta V|$ in magnitude in any normalized function. At $t/t_0=0.99$ that maximum is 1.71 hartree, against 35.16 hartree for the separable form. On $\chi$ the two operators are then very different, although they agree on $\varphi$.

The consequence is serious on the side where $E_{\rm KB}$ is negative. Use $\chi$ as a trial function for $H=T+V_{\rm loc}+tg+V_{\rm KB}$. The variational principle bounds the lowest level in the channel:
$$\lambda_0\le\langle\chi|H|\chi\rangle=\langle\chi|T+V_{\rm loc}+tg|\chi\rangle+E_{\rm KB}.$$
As $t$ approaches $t_0$ from above, $\chi$ tends to the smooth normalized function $(\delta V-t_0g)\varphi/s(t_0)$, where $\delta V$ is the original difference. The first term therefore stays finite, while $E_{\rm KB}\to-\infty$. The lowest level must go to $-\infty$ as well. The reference level stays at $-0.216$ hartree, so close enough to the pole there is a spurious level below it, called a ghost state. The argument does not say at which $t$ the ghost first appears, and the program does not count levels in the shifted cases.

Q: Does the same happen on the positive side?

A: This collapse does not. For $E_{\rm KB}>0$ the expectation value of $V_{\rm KB}$ is never negative, so adding it cannot push the lowest level below that of $T+V_{\rm loc}+tg$. That does not prove the absence of every ghost, because this lower bound always lies below $\varepsilon$. With $\bar v(t)>0$, $\langle\varphi|T+V_{\rm loc}+tg|\varphi\rangle=\varepsilon-\bar v(t)<\varepsilon$, so by the variational principle the lowest level of the local Hamiltonian is below the reference level, whether or not a ghost exists. A small positive cosine by itself does not settle the matter.

Q: What should I do at $t=t_0$? Perhaps the limit of the operator can be taken.

A: There is no finite limit. The function $\chi$ tends to the same limit from both sides, but its coefficient tends to $+\infty$ from one side and to $-\infty$ from the other. Nor can a different separable operator of the same kind help. The condition found in the first half was $\lambda C_{\rm KB}=s$. With $C_{\rm KB}=0$ and $s>0$ it has no solution for any finite $\lambda$. An operator that sees only the component of $\varphi$ along $\chi$ cannot act on $\varphi$ when that component is zero. As long as one keeps to a single projector function, the remedy is another local potential, or another reference orbital, for which the mean is not close to zero. This removes the pole, but it does not exclude a ghost. In the model, deepen the local part by $6e^{-r^2}$ hartree, so that $\delta V=8e^{-r^2}$ hartree and $\varphi$ is unchanged. Then $\delta V$ has one sign, $\bar v=0.19$ hartree, the cosine is still 0.2745 and $E_{\rm KB}=2.55$ hartree, yet a spurious level appears at $-0.36$ hartree, because the local Hamiltonian now has two levels below $\varepsilon$.

Q: If I am given only one of the two numbers, what do I know?

A: The cosine alone gives the angle, and so the ratio $\sigma/|\bar v|$, but no energy scale: with the orbital $\varphi$ held fixed, multiplying $\delta V$ by a positive constant leaves $C_{\rm KB}$ unchanged and multiplies $E_{\rm KB}$ by that constant. The energy alone gives the strength on $\chi$, but not how much of the orbital feels it. Together they return both moments, $s=E_{\rm KB}C_{\rm KB}$ and $\bar v=E_{\rm KB}C_{\rm KB}^2$. To judge whether a small cosine signals a strong separable term, compare $|E_{\rm KB}|$ with $\max|\delta V|$: a value above it shows that cancellation in the mean is at work. A value below it does not show that the separable form is free of ghosts: in the shifted model at $t/t_0=1.2$, $|E_{\rm KB}|=1.61$ hartree is below $\max|\delta V|=1.65$ hartree, and there is still a spurious level at $-0.56$ hartree. Ghosts must be looked for in the spectrum, not read from the two moments.

## Computed results

```
MODEL: V_loc = -erf(r)/r, dV = A exp(-a r^2), l = 0
A = 2.0 hartree, a = 1.0 bohr^-2
box radius = 30 bohr, grid step = 0.1 bohr
reference level, semilocal = -0.216448 hartree
same level, KB Hamiltonian = -0.216448 hartree
overlap of the two orbitals = 1.000000
KB levels below the reference level = 0
mean <dV> = 0.048052 hartree
mean square <dV^2> = 0.030640 hartree^2
rms s = 0.175042 hartree
variance of dV = 0.028331 hartree^2
E_KB = 0.637640 hartree = 17.3511 eV
C_KB = 0.274516
angle theta = 74.067 degrees
E_KB*C_KB = 0.175042 hartree
E_KB*C_KB^2 = 0.048052 hartree
SHIFTED LOCAL PART: dV -> dV - t g, g = exp(-b r^2)
b = 0.25 bohr^-2, <g> = 0.162810
t0 (zero mean) = 0.295140 hartree
t/t0 | <dV> hartree | s hartree | C_KB | E_KB hartree | max|dV| hartree
0.00 | 0.048052 | 0.175042 | 0.274516 | 0.63764 | 2.0000
0.50 | 0.024026 | 0.149142 | 0.161094 | 0.92581 | 1.8524
0.90 | 0.004805 | 0.132907 | 0.036154 | 3.67610 | 1.7344
0.99 | 0.000481 | 0.129985 | 0.003697 | 35.16201 | 1.7078
1.01 | -0.000481 | 0.129377 | -0.003714 | -34.83387 | 1.7019
1.10 | -0.004805 | 0.126837 | -0.037885 | -3.34796 | 1.6753
1.50 | -0.024026 | 0.119831 | -0.200498 | -0.59767 | 1.5573
GAUSSIAN CASE: u^2 ~ r^2 exp(-b r^2), dV = A exp(-a r^2)
a/b | C_KB | E_KB/A | s/A
0.01 | 0.999926 | 0.985330 | 0.985258
1.00 | 0.805927 | 0.544331 | 0.438691
100.00 | 0.052591 | 0.356195 | 0.018733
limit of E_KB/A for large a/b = 0.353553
```
